# Donor levels by the marker method: which errors cancel

## The problem

A donor X has an unknown level (+/0). A second donor M, the marker, sits in the same host and its level has been measured. For each donor D, a supercell calculation gives the total energies $E(D^0)$ and $E(D^+)$. The computed gap is wrong, and the charged cell interacts with its periodic images.

1. Express the level of X through total-energy differences and the measured level of M.
2. Find the error of this estimate, and say which parts of the gap and finite-size errors cancel.
3. Apply the result to the data below, and compare it with levels taken directly from the computed band edges.

The data come from a model whose exact answer can be found. Each site of a simple cubic lattice carries one conduction and one valence orbital for spinless, independent electrons. With lattice spacing $a$, the host bands are

$$E_c(\mathbf k)=E_c+W_c\,s(\mathbf k),\qquad E_v(\mathbf k)=E_v-W_v\,s(\mathbf k),$$

$$s(\mathbf k)=\sum_{i=x,y,z}(1-\cos k_ia),$$

with $W_c=1.0$ eV and $W_v=0.5$ eV. A donor adds, on one site, a potential $u$ to the conduction orbital and a coupling $t$ between the two orbitals. In the neutral state one electron occupies the resulting gap level. In the ionised state this electron is missing, and the centre carries a spherical charge $+e$ in a medium of dielectric constant $\varepsilon=10$. The neutral centre has no electrostatic term. The geometry is fixed.

The true gap is 3.00 eV. The calculation places the valence edge 0.30 eV too high and the conduction edge 0.70 eV too low, so its gap is 2.00 eV. The cubic cell has 216 sites and side $L=18$ Å. Energies are in eV, with the true valence edge as zero.

| Donor | $u$, $t$ | $E(D^0)$ | $E(D^+)$ | measured level |
|---|---|---|---|---|
| X | −4.7, 2.0 | −259.0045 | −260.4778 | unknown |
| A | −4.2, 1.8 | −258.5523 | −260.1099 | 1.937 |

Here "measured" means the exact level of an isolated donor in the model with the correct gap.

## Hints

**Hint 1.** At the level (+/0), the formation energies of the two charge states are equal. Which terms are the same on both sides?

**Hint 2.** Change the gap continuously from its true to its computed value. How fast does the donor level move if a fraction $w$ of its state lies in the conduction band?

**Hint 3.** Close to a point charge, the potential of a periodic array with a uniform background is $1/r$, plus a quadratic term required by the background, plus a function that obeys Laplace's equation. What does a spherical charge do to such a function?

**Hint 4.** Write the error of each donor separately before subtracting. A term cancels if it does not depend on the donor.

## Solution

### 1. The marker formula

Let $E_F$ be the Fermi level measured from the valence edge $E_v$. The formation energy of D in charge state $q$ is

$$E_f(D^q)=E(D^q)-E_{\rm host}-\sum_i n_i\mu_i+q(E_v+E_F).$$

The $n_i$ count the atoms added, and the $\mu_i$ are their chemical potentials. Both charge states contain the same atoms, so the second and third terms drop out when we set $E_f(D^0)=E_f(D^+)$. At $E_F=\epsilon_D$ this leaves

$$E(D^0)=E(D^+)+E_v+\epsilon_D.$$

With the definition $A_D=E(D^0)-E(D^+)$,

$$\epsilon_D=A_D-E_v .$$

This holds for exact energies in the dilute limit. Writing it for X and for M and subtracting removes $E_v$:

$$\epsilon_X-\epsilon_M=A_X-A_M .$$

We now take $\epsilon_M$ from measurement and the right-hand side from the calculation:

$$\boxed{\epsilon_X^{\rm marker}=\epsilon_M^{\rm meas}+A_X^{\rm calc}-A_M^{\rm calc}}$$

No computed band edge appears. If the marker is known by its depth $b_M=E_c-E_v-\epsilon_M$ below the conduction edge, the same subtraction gives $b_X=b_M-(A_X-A_M)$. Converting a depth into a height above the valence edge requires the true gap.

Let $\Delta_D=A_D^{\rm calc}-A_D^{\rm exact}$. Since the exact differences satisfy the previous relation, the error of the estimate is

$$\epsilon_X^{\rm marker}-\epsilon_X=\Delta_X-\Delta_M .$$

An error in the measured marker level would be added to this with coefficient one.

### 2a. The gap error

Let $P_v$ and $P_c$ project onto the valence and conduction bands of the host, with $P_v+P_c=1$. Suppose the method displaces each band rigidly, by $\delta_v$ and $\delta_c$, and leaves the defect potential unchanged. The path

$$H(\lambda)=H+\lambda(\delta_vP_v+\delta_cP_c),\qquad 0\le\lambda\le1,$$

leads from the correct gap to the computed one. For the normalised donor state $\psi(\lambda)$ with energy $e(\lambda)$, the Hellmann–Feynman theorem gives

$$\frac{de}{d\lambda}=\delta_v\langle\psi|P_v|\psi\rangle+\delta_c\langle\psi|P_c|\psi\rangle .$$

With $w(\lambda)=\langle\psi|P_c|\psi\rangle$, the valence weight is $1-w$, and therefore

$$\frac{de}{d\lambda}=\delta_v+w(\lambda)(\delta_c-\delta_v).$$

Integration over $\lambda$ gives

$$e(1)-e(0)=\delta_v+w_D(\delta_c-\delta_v),\qquad w_D=\int_0^1w(\lambda)\,d\lambda .$$

This is not restricted to small gap errors, because $w$ is averaged along the path. It does require a donor state that can be followed continuously along the path, which is assured while its level remains separate in the gap.

The shift of $e$ enters $A_D$ directly. The electrons are independent, so both charge states contain the same sum over the filled lower levels, and this sum cancels in $E(D^0)-E(D^+)$.

The first term, $\delta_v$, is the same for every donor. It also covers a change in the zero of potential, which moves both edges together. The second term depends on the donor through $w_D$.

### 2b. The electrostatic error

Let $\rho(\mathbf r)$ be the spherical charge density of the ionised centre in units of $e$, with total charge $q$ and second moment $Q=\int\rho\,r^2\,d^3r$. Let $C=e^2/(4\pi\varepsilon_0)$. In the supercell, a uniform background neutralises the charge and the zero-wavevector term is omitted. A unit point charge then produces a potential $v(\mathbf r)$ of zero average, which satisfies

$$\nabla^2v=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].$$

Near the origin, $1/r$ accounts for the delta function at $\mathbf R=0$. Because $\nabla^2r^2=6$, the term $2\pi r^2/(3L^3)$ accounts for the background. Hence

$$v(\mathbf r)=\frac1r+\frac{2\pi r^2}{3L^3}+h(\mathbf r),\qquad \nabla^2h=0\quad(r<L).$$

Lengths scale with $L$ and potentials with $1/L$, so $h(0)=-\alpha/L$ with a pure number $\alpha$. For the simple cubic cell, $\alpha=2.8373$.

The periodic energy is

$$E_{\rm per}=\frac{C}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,v(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

We take the three parts of $v$ in turn.

- The part $1/r$ gives the energy $E_{\rm iso}$ of the isolated charge.
- The average of a harmonic function over a sphere equals its value at the centre. Integrating $h$ over one spherical density gives a factor $q$, and integrating over the other gives a second. The result is $q^2h(0)=-\alpha q^2/L$.
- In $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$, the last term integrates to zero by symmetry. The first two give $2qQ$.

Therefore

$$E_{\rm per}-E_{\rm iso}=-\frac{C\alpha q^2}{2\varepsilon L}+\frac{K_D}{L^3},\qquad K_D=\frac{2\pi C\,qQ}{3\varepsilon}.$$

The derivation assumes that all separations within the charge are smaller than $L$. In the model the ionised charges are Gaussians proportional to $e^{-r^2/2\sigma^2}$: for X, $0.6e$ with $\sigma=1.5$ Å plus $0.4e$ with $\sigma=2.2$ Å; for A, $e$ with $\sigma=1.5$ Å; for the donor B of Variation 1, $e$ with $\sigma=2.5$ Å. They have tails beyond that range, but these are negligible in this cell.

The energy $E(D^+)$ enters $A_D$ with a minus sign. For $q=1$, the electrostatic error of $A_D$ is therefore

$$m-\frac{K_D}{L^3},\qquad m=\frac{C\alpha}{2\varepsilon L}.$$

The interaction with images and background lowers the energy of the charged cell at leading order, so this term pushes the donor level upwards. The total error also contains the gap term, which can have the opposite sign. The term $m$ knows nothing about the donor except its charge. The next term knows its size.

### 2c. Overlap, and the complete result

In the neutral cell, the occupied orbital overlaps its images. Let $o_D$ be the resulting shift of the level, taken with the correct gap: its value in the finite cell minus its value in the dilute limit. We go first from the dilute limit to the finite cell at the correct gap, and then change the gap within that cell, so $w_D$ is the weight evaluated in the finite cell. Adding the three contributions,

$$\Delta_D=\delta_v+w_D(\delta_c-\delta_v)+m-\frac{K_D}{L^3}+o_D .$$

Subtracting the marker gives

$$\boxed{\Delta_X-\Delta_M=(w_X-w_M)(\delta_c-\delta_v)-\frac{K_X-K_M}{L^3}+o_X-o_M}$$

Within this model, the common edge shift $\delta_v$ and the $1/L$ term $m$ cancel completely. The gap error cancels only to the extent that the two donor states have the same conduction weight. The $1/L^3$ term cancels if the ionised charges have equal second moments, and the overlap term if the two shifts are equal.

The cancellation of $m$ also requires the same cell, the same dielectric response and the same pair of charge states. In a real solid, microscopic screening and elastic interaction between images can add donor-dependent terms. An approximate functional may also change the defect potential itself, which a rigid displacement of the host bands does not describe.

### 3. The numbers

The total energies give

$$A_X=-259.0045+260.4778=1.473\ {\rm eV},$$

$$A_A=-258.5523+260.1099=1.558\ {\rm eV}.$$

With A as marker,

$$\epsilon_X^{\rm marker}=1.937+1.473-1.558=1.852\ {\rm eV}$$

above the valence edge, or $3.00-1.852=1.148$ eV below the conduction edge.

The exact answer follows from the isolated donor. Let $U$ be the donor's site potential matrix and $G(e)$ the host Green function on that site. The equation $(e-H_{\rm host})\psi=U\psi$, evaluated on the donor site, becomes $\psi_0=G(e)U\psi_0$. A bound level therefore requires $\det[1-G(e)U]=0$. The matrix $G$ is diagonal in the two orbitals, and its elements are the averages of $1/[e-E_c(\mathbf k)]$ and $1/[e-E_v(\mathbf k)]$ over the Brillouin zone. Subtracting $E_{\rm iso}$ from the solution $e$ gives the level, because $E(D^+)$ contains $E_{\rm iso}$. For X the result is 1.788 eV, so the marker estimate is 0.064 eV too high.

The separate contributions are as follows.

| Donor | $w_D$ | $K_D/L^3$ (meV) | $o_D$ (meV) |
|---|---|---|---|
| X | 0.7226 | 5.10 | −0.59 |
| A | 0.7880 | 3.49 | −1.09 |

Since $\delta_c-\delta_v=-0.70-0.30=-1.00$ eV, the gap part of the error is

$$(0.7226-0.7880)(-1.00)=+0.065\ {\rm eV}.$$

The $1/L^3$ part is $-(5.10-3.49)=-1.6$ meV, and the overlap part is $-0.59+1.09=+0.5$ meV. Their sum reproduces the 0.064 eV. What remains is almost entirely gap error: X contains more valence character than A, so the falling conduction edge pulls it down less and the rising valence edge pushes it up more. Along the path of section 2a, where both edges move together, these two effects contribute $(w_X-w_A)\delta_c=+0.046$ eV and $-(w_X-w_A)\delta_v=+0.020$ eV.

Now compare the direct references. The computed valence edge lies at 0.30 eV, which places X at $1.473-0.30=1.173$ eV above it. This is 0.615 eV too low. From the error formula without $\delta_v$,

$$-0.7226+0.1135-0.0051-0.0006=-0.615\ {\rm eV},$$

where $m=0.1135$ eV. With the valence edge as reference the gap and $1/L$ errors have opposite signs, so removing $m$ alone would enlarge the error from 0.615 to 0.728 eV. With the conduction edge as reference, treated next, the two have the same sign and removing $m$ reduces the error.

The computed conduction edge lies at $3.00-0.70=2.30$ eV, which places X at $2.30-1.473=0.827$ eV below it. The exact depth is 1.212 eV, so the level is 0.385 eV too high relative to this edge. Its gap part is

$$\delta_v+w_X(\delta_c-\delta_v)-\delta_c=(1-w_X)(\delta_v-\delta_c)=0.277\ {\rm eV}.$$

The electrostatic part of the marker error falls quickly with cell size. At $L=18$, 24 and 30 Å, the electrostatic error of X alone is 108, 83 and 67 meV. After subtraction of marker A it is −1.61, −0.68 and −0.35 meV, in agreement with $1/L^3$. A larger cell does not remove the 0.065 eV gap part.

That part can be estimated from the computed weights if the true gap, and hence $\delta_c-\delta_v$, is known. At the computed gap, the conduction weights are 0.6731 for X and 0.7454 for A. Using these in place of the path averages gives $(0.6731-0.7454)(-1.00)=+0.072$ eV. Subtracting this from the marker result gives 1.780 eV, which is 0.008 eV below the exact level. This correction relies on the rigid displacement of the host bands.

The numerical check tests the complete error formula for each donor and each marker, with the dilute level obtained from the Green-function condition on a converged 40×40×40 wavevector mesh instead of the 216-site supercell.

## Variation 1: a marker of pure conduction character

*Replace A by a donor B with $u=-3.0$ eV and $t=0$. Its measured level is 2.286 eV, and its energy difference is $A_B=1.686$ eV. Is it as good a marker?*

Without coupling to the valence orbital, the state of B lies entirely in the conduction band, so $w_B=1$. The marker formula gives

$$\epsilon_X^{\rm marker}=2.286+1.473-1.686=2.073\ {\rm eV},$$

which is 0.285 eV too high. The gap part is

$$(w_X-1)(\delta_c-\delta_v)=(0.7226-1)(-1.00)=0.277\ {\rm eV}.$$

This equals the gap part found with the computed conduction edge as reference. The reason is that B moves rigidly with that edge: its gap shift is $\delta_v+1\cdot(\delta_c-\delta_v)=\delta_c$. Such a marker removes the $1/L$ term, but it does no more for the gap error than the conduction edge does.

The other parts are small. For B, $K_B/L^3=9.70$ meV and $o_B=-3.04$ meV, so they contribute $-(5.10-9.70)=+4.6$ meV and $-0.59+3.04=+2.45$ meV. The charge expansion is not justified for a marker whose ionised charge extends over much of the cell. The extent of the occupied orbital is a separate matter, which enters through the overlap term.

The choice of marker should therefore follow the character of the donor state. A measured level close to the expected one is not sufficient evidence of similar character, since different combinations of $u$ and $t$ can give the same level.

## Variation 2: a double donor

*The unknown level is now (2+/+), but the marker is still the (+/0) level of A. What happens to the $1/L$ cancellation?*

The relevant difference is $E(D^+)-E(D^{2+})$. The leading electrostatic error of a state with charge $q$ is $-q^2m$, so the error of the difference is

$$-1^2m-(-2^2m)=3m .$$

The marker removes one unit of $m$ and leaves $2m=2\times0.1135=0.227$ eV.

For a double donor whose singly ionised charge is that of X and whose doubly ionised charge is $1.5e$ with $\sigma=1.5$ Å plus $0.5e$ with $\sigma=2.2$ Å, the program gives an electrostatic error of 0.328 eV before subtraction and 0.218 eV after it. The difference from $2m$, about −0.009 eV, comes from the $1/L^3$ terms. The remaining error is more than three times the gap error left by marker A in the original problem.

For a general transition from $q+1$ to $q$, the same calculation gives

$$(q+1)^2m-q^2m=(2q+1)m .$$

A marker with the same $q$ cancels this term. For an acceptor level (0/−), $q=-1$ and the error is $-m$, so subtracting a (+/0) donor marker leaves $-2m$, twice the original magnitude. If no marker with the same charge states is available, the $1/L$ terms should be corrected separately for both defects before the marker formula is used.

## Table of computed values

```
True gap; computed gap: 3.00; 2.00 eV
Edge errors valence; conduction: +0.30; -0.70 eV
Band parameters conduction; valence: 1.0; 0.5 eV
Site spacing; cell side: 3.0; 18.0 angstrom
Sites in cell: 216; dielectric constant: 10.0
Madelung constant: 2.837297
Common 1/L error of the level: 0.1135 eV
X: site potential; coupling: -4.7; 2.0 eV
X: (charge/e, width/angstrom): [(0.6, 1.5), (0.4, 2.2)]
X: E(neutral); E(plus): -259.0045; -260.4778 eV
X: energy difference A: 1.4733 eV
X: exact level above valence edge: 1.7881 eV
X: conduction weight true gap; wrong gap; path mean: 0.7674; 0.6731; 0.7226
X: second moment: 9.858 e angstrom^2
X: 1/L^3 term K/L^3; overlap shift: 5.10; -0.59 meV
A: site potential; coupling: -4.2; 1.8 eV
A: (charge/e, width/angstrom): [(1.0, 1.5)]
A: E(neutral); E(plus): -258.5523; -260.1099 eV
A: energy difference A: 1.5577 eV
A: exact level above valence edge: 1.9368 eV
A: conduction weight true gap; wrong gap; path mean: 0.8255; 0.7454; 0.7880
A: second moment: 6.750 e angstrom^2
A: 1/L^3 term K/L^3; overlap shift: 3.49; -1.09 meV
B: site potential; coupling: -3.0; 0.0 eV
B: (charge/e, width/angstrom): [(1.0, 2.5)]
B: E(neutral); E(plus): -257.4550; -259.1413 eV
B: energy difference A: 1.6863 eV
B: exact level above valence edge: 2.2856 eV
B: conduction weight true gap; wrong gap; path mean: 1.0000; 1.0000; 1.0000
B: second moment: 18.750 e angstrom^2
B: 1/L^3 term K/L^3; overlap shift: 9.70; -3.04 meV
X direct, from computed valence edge: 1.1733 eV
   its error: -0.6148 eV
X direct, depth below computed conduction edge: 0.8267 eV
   exact depth: 1.2119 eV
   error of level position: +0.3852 eV
   gap part of that error: +0.2774 eV
X from marker A, above valence edge: 1.8525 eV
   depth below true conduction edge: 1.1475 eV
   total error: +0.0644 eV; gap part: +0.0655 eV
   1/L^3 part; overlap part: -1.61; +0.50 meV
X from marker B, above valence edge: 2.0726 eV
   depth below true conduction edge: 0.9274 eV
   total error: +0.2845 eV; gap part: +0.2774 eV
   1/L^3 part; overlap part: +4.60; +2.45 meV
L=18 angstrom: electrostatic error of X raw; marker A: 108.39; -1.607 meV
L=24 angstrom: electrostatic error of X raw; marker A: 82.97; -0.678 meV
L=30 angstrom: electrostatic error of X raw; marker A: 66.99; -0.347 meV
(2+/+) electrostatic error raw: 0.3276 eV
   left after (+/0) marker A: 0.2176 eV
```
